**Keldysh interband ionization rate for a two-band Kane solid**

The program evaluates the pair-creation rate per volume for gap Δ, reduced mass m, photon energy ω and field F, with adiabaticity parameter γ = ω√(mΔ)/F. It asserts that the expansion coefficients of the complex action, the dressed gap and the interference phase agree with quadrature and finite differences. It also asserts that the first-order Houston amplitude approaches the factor π/3, while the amplitude from direct propagation of the two-level Schrödinger equation is within 2% of factor 1 at 41 photons and γ = 0.5. Further assertions cover the perturbative multiphoton amplitude, the static Zener probability, and both limits of the rate. For Δ = 0.2 hartree, m = 0.2, ω = 0.02 hartree and F = 0.004 a.u. (γ = 1), the output gives 3.82×10⁻¹⁴ a.u., against 3.40×10⁻¹⁴ a.u. from momentum-integrated Floquet gaps. Keeping the interference of the two crossings per cycle reduces the difference from 12% to 2%. The asserted tolerances for these two rate comparisons are 35% and 25%, since the formula is a leading-order result in ω/Δ.

## Check in Python

```python
"""Interband ionization rate of a two-band Kane (Dirac-like) solid, atomic units.

Result under test, for pair energy gap*sqrt(1+p^2/(mass*gap)), field F*cos(w*t):
  rate = (w/pi^3) (mass*w/k)^(3/2) sqrt(pi/(2 Kc))
         * sum_{n>nu} exp(-pi n (K-E)/Ec) * Dawson(sqrt(pi^2 (n-nu)/(2 Kc Ec)))
gamma = w*sqrt(mass*gap)/F, k = gamma/sqrt(1+gamma^2), K and E are complete
elliptic integrals of modulus k, Kc and Ec those of the complementary modulus,
nu = cycle-averaged gap / w. The rate is per volume and includes both spins.
Scaled variables: q = p_parallel/sqrt(mass*gap), sigma = p_perp^2/(mass*gap),
ratio = gap/w, phase = w*t. In these the Hamiltonian divided by w is
(ratio/2) * [(q + sin(phase)/gamma) sigma_x + sqrt(1+sigma) sigma_z].
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import ellipk, ellipe, ellipkm1, dawsn

pi = np.pi
GL_X, GL_W = np.polynomial.legendre.leggauss(200)
GL_X, GL_W = (GL_X + 1) / 2, GL_W / 2          # nodes and weights on [0, 1]


def elliptic(gamma):
    m = gamma**2 / (1 + gamma**2)
    return np.sqrt(m), ellipk(m), ellipe(m), ellipkm1(m), ellipe(1 - m)


def keldysh_rate(gap, mass, freq, field, interference=False):
    """Derived rate; optionally keep the interference of the two crossings."""
    gamma, ratio = freq * np.sqrt(mass * gap) / field, gap / freq
    k, K, E, Kc, Ec = elliptic(gamma)
    nu = 2 * ratio * Ec / (pi * k)
    decay = pi * (K - E) / Ec
    n = np.floor(nu) + 1 + np.arange(int(45 / decay) + 5)
    z = np.sqrt(pi**2 * (n - nu) / (2 * Kc * Ec))
    weight = dawsn(z)
    if interference:
        reach = pi * ratio * np.sqrt((n - nu) * pi / (ratio * k * Ec))
        sign = 1 - 2 * (n % 2)
        fringe = 1 - sign[:, None] * np.cos(reach[:, None] * GL_X)
        weight = z * ((np.exp(z[:, None]**2 * (GL_X**2 - 1)) * fringe) @ GL_W)
    front = freq / pi**3 * (mass * freq / k)**1.5 * np.sqrt(pi / (2 * Kc))
    return front * np.sum(np.exp(-decay * n) * weight)


def tunnel_rate(gap, mass, freq, field):
    gamma = freq * np.sqrt(mass * gap) / field
    scale = np.sqrt(mass) * gap**1.5
    return (gap * (mass * gap)**1.5 / pi**4 * (field / scale)**2.5
            * np.exp(-pi * scale / (2 * field) * (1 - gamma**2 / 8)))


def multiphoton_rate(gap, mass, freq, field):
    gamma = freq * np.sqrt(mass * gap) / field
    nu = gap / freq * (1 + 1 / (4 * gamma**2))
    order = np.floor(nu) + 1
    return (freq / pi**3 * (mass * freq)**1.5 * (np.e / (4 * gamma))**(2 * order)
            * dawsn(np.sqrt(2 * (order - nu))))


# ---------- exact propagation of the two-level Schroedinger equation ----------
def compose(a, b):
    """Product of SU(2) matrices written as a0 - i a.sigma."""
    return (a[0]*b[0] - a[1]*b[1] - a[2]*b[2] - a[3]*b[3],
            a[0]*b[1] + b[0]*a[1] + a[2]*b[3] - a[3]*b[2],
            a[0]*b[2] + b[0]*a[2] + a[3]*b[1] - a[1]*b[3],
            a[0]*b[3] + b[0]*a[3] + a[1]*b[2] - a[2]*b[1])


def propagate(u1, u2, transverse, ratio, step):
    """Fourth-order Magnus product; u1, u2 are momenta at the two Gauss nodes."""
    ax = ratio * step * (u1 + u2) / 4
    az = np.broadcast_to(ratio * step * transverse / 2, ax.shape)
    ay = -np.sqrt(3) / 6 * step**2 * (ratio / 2)**2 * transverse * (u2 - u1)
    angle = np.sqrt(ax**2 + ay**2 + az**2)
    s = np.sin(angle) / angle
    total = (np.cos(angle), s * ax, s * ay, s * az)
    while total[0].shape[0] > 1:
        total = compose([c[1::2] for c in total], [c[0::2] for c in total])
    return [c[0] for c in total]


def floquet_angle_squared(q, sigma, ratio, gamma, steps=1024):
    """Square of the Floquet eigenphase, measured from the nearest crossing."""
    step = 2 * pi / steps
    mid = (np.arange(steps)[:, None] + 0.5) * step
    shift = np.sqrt(3) / 6 * step
    u = propagate(q + np.sin(mid - shift) / gamma, q + np.sin(mid + shift) / gamma,
                  np.sqrt(1 + sigma), ratio, step)
    return np.arcsin(np.minimum(1, np.sqrt(u[1]**2 + u[2]**2 + u[3]**2)))**2


CYCLE = 2 * pi * np.arange(512)[:, None] / 512


def mean_gap(q, sigma, gamma):
    return np.mean(np.sqrt(1 + sigma + (q + np.sin(CYCLE) / gamma)**2), axis=0)


def resonance(q, n, ratio, gamma):
    """Locate the n-photon avoided crossing; return sigma, |M|^2, d(gap)/d(sigma)."""
    sigma = np.zeros_like(q)
    for _ in range(20):
        slope = np.mean(0.5 / np.sqrt(1 + sigma + (q + np.sin(CYCLE) / gamma)**2), axis=0)
        sigma = sigma + (n / ratio - mean_gap(q, sigma, gamma)) / slope
    # Detuning steps in photon energies. The last ones are tiny so that the cubic
    # part of the curve cannot mimic a gap in the weakest channels.
    for fraction in (0.1, 0.01, 1e-3, 3e-5, 1e-6):
        h = fraction / (ratio * slope)
        values = floquet_angle_squared(np.tile(q, 3),
                                       np.concatenate([sigma - h, sigma, sigma + h]),
                                       ratio, gamma)
        low, centre, high = np.split(values, 3)
        second = (low - 2 * centre + high) / (2 * h**2)
        first = (high - low) / (2 * h)
        sigma = sigma - first / (2 * second)
        minimum = centre - first**2 / (4 * second)
    return sigma, minimum, np.sqrt(second) / (pi * ratio)


def exact_rate(gap, mass, freq, field, channels=7):
    """Momentum integral of the golden rule with exact Floquet gaps."""
    ratio, gamma = gap / freq, freq * np.sqrt(mass * gap) / field
    start = int(np.floor(ratio * mean_gap(np.zeros(1), 0.0, gamma)[0])) + 1
    total, even_leak = 0.0, 0.0
    for n in range(start, start + channels):
        edge = brentq(lambda q: mean_gap(np.array([q]), 0.0, gamma)[0] - n / ratio, 0, 20)
        q = np.linspace(0, 1.05 * edge, 101)
        sigma, strength, slope = resonance(q, n, ratio, gamma)
        true_edge = np.interp(0.0, sigma[::-1], q[::-1])
        total += 2 * CubicSpline(q, strength / slope).integrate(0, true_edge)
        if n % 2 == 0:
            even_leak = max(even_leak, abs(strength[0]) / strength.max())
    return freq**2 * mass * np.sqrt(mass * gap) / (8 * pi**3) * total, even_leak


def exact_amplitude(n, gamma):
    """Resonant n-photon cycle amplitude at zero longitudinal momentum."""
    ratio = n / mean_gap(np.zeros(1), 0.0, gamma)[0]
    return np.sqrt(resonance(np.zeros(1), n, ratio, gamma)[1][0])


def crossing_amplitude(n, gamma):
    k, K, E, Kc, Ec = elliptic(gamma)
    return 2 * np.exp(-pi * n * (K - E) / (2 * Ec))


# ---------- complex action, averaged gap and interference phase ----------
def saddle_action(q, sigma, gamma):
    """Integral of the gap from phase 0 to its complex zero, in units of ratio."""
    end = np.arcsin(gamma * (1j * np.sqrt(1 + sigma) - q))
    phase = end * (1 - GL_X**2)
    gap = np.sqrt(1 + sigma + (q + np.sin(phase) / gamma)**2)
    return np.sum(GL_W * gap * 2 * GL_X * end)


def half_cycle(q, gamma):
    return pi * np.sum(GL_W * np.sqrt(1 + (q + np.sin(pi * GL_X) / gamma)**2))


worst_coefficient = 0.0
h = 0.01
for gamma in (0.5, 1.0, 3.0):
    k, K, E, Kc, Ec = elliptic(gamma)
    W = lambda q, s: 2 * saddle_action(q, s, gamma).imag
    G = lambda q, s: mean_gap(np.array([q]), s, gamma)[0]
    slope = ((half_cycle(h, gamma) - half_cycle(-h, gamma)) / (2 * h)
             - (saddle_action(h, 0, gamma) - saddle_action(-h, 0, gamma)).real / h)
    pairs = [(W(0, 0), 2 * (K - E) / k),
             ((W(0, h) - W(0, -h)) / (2 * h), k * K),
             ((W(h, 0) - 2 * W(0, 0) + W(-h, 0)) / (2 * h**2), k * (K - E)),
             (G(0, 0), 2 * Ec / (pi * k)),
             ((G(0, h) - G(0, -h)) / (2 * h), k * Kc / pi),
             ((G(h, 0) - 2 * G(0, 0) + G(-h, 0)) / (2 * h**2), k * Ec / pi),
             (slope, pi)]
    for numeric, formula in pairs:
        worst_coefficient = max(worst_coefficient, abs(numeric / formula - 1))
assert worst_coefficient < 2e-3      # finite-difference error is of order h^2


# ---------- first-order Houston amplitude on a shifted time contour ----------
def first_order_factor(n, gamma, points=2**15):
    """First-order cycle amplitude divided by 2*exp(-W/2)."""
    k, K, E, Kc, Ec = elliptic(gamma)
    ratio, top = n * pi * k / (2 * Ec), np.arcsinh(gamma)
    height = top - 1.5 * n**(-2 / 3)
    x = 2 * pi * np.arange(points) / points
    phase = x + 1j * height
    gap = np.sqrt(1 + (np.sin(phase) / gamma)**2)
    coefficient = np.fft.fft(gap)
    harmonic = np.fft.fftfreq(points, 1 / points)
    coefficient[0], harmonic[0] = 0, 1
    periodic = np.fft.ifft(coefficient / (1j * harmonic))
    periodic = periodic - periodic[0]
    rest = ratio * quad(lambda s: np.sqrt(max(0.0, 1 - (np.sinh(s) / gamma)**2)),
                        height, top)[0]
    coupling = np.cos(phase) / gamma / (2 * gap**2)
    return abs(2 * pi * np.mean(coupling * np.exp(rest + 1j * (n*x + ratio*periodic)))) / 2


first_order = {n: first_order_factor(n, 0.5) for n in (41, 4001)}
assert abs(first_order[4001] - pi / 3) < 0.006
exact_factor = {n: exact_amplitude(n, 0.5) / crossing_amplitude(n, 0.5) for n in (21, 41)}
assert abs(exact_factor[41] - 1) < 0.02

# ---------- multiphoton amplitudes against perturbation theory ----------
multiphoton_factor = {n: exact_amplitude(n, 5.0) / crossing_amplitude(n, 5.0)
                      for n in (3, 5)}
assert all(abs(value - 1) < 0.08 for value in multiphoton_factor.values())
n_test, g_test = 3, 30.0
perturbative = (2 * pi * (n_test / (4 * g_test))**n_test
                / (2**(n_test - 1) * factorial((n_test - 1) // 2)**2))
perturbative_check = exact_amplitude(n_test, g_test) / perturbative
assert abs(perturbative_check - 1) < 0.02

# ---------- static tunnelling probability and its cycle average ----------
sweep, limit, steps = 1.5, 30.0, 16384
step = 2 * limit / steps
mid = -limit + (np.arange(steps)[:, None] + 0.5) * step
offset = np.sqrt(3) / 6 * step
u = propagate(mid - offset, mid + offset, np.ones(1), sweep, step)
u0, vec = u[0][0], np.array([u[1][0], u[2][0], u[3][0]])
initial = -np.array([-limit, 0, 1]) / np.hypot(limit, 1)
final = np.array([limit, 0, 1]) / np.hypot(limit, 1)
rotated = ((2*u0**2 - 1) * initial + 2 * vec * (vec @ initial)
           + 2 * u0 * np.cross(vec, initial))
zener_numeric, zener_formula = (1 + final @ rotated) / 2, np.exp(-pi * sweep / 2)
assert abs(zener_numeric / zener_formula - 1) < 0.01

gap, mass, freq, field = 0.2, 0.2, 0.02, 0.004
slow = gap / 20000
slow_field = slow * np.sqrt(mass * gap) / 0.01
t = 2 * pi * (np.arange(20000) + 0.5) / 20000
instant = slow_field * np.abs(np.cos(t))
static_average = np.mean(instant**2 * np.sqrt(mass / gap) / (2 * pi**3)
                         * np.exp(-pi * np.sqrt(mass) * gap**1.5 / (2 * instant)))
tunnel_check = keldysh_rate(gap, mass, slow, slow_field) / static_average
assert abs(tunnel_check - 1) < 0.03
weak_field = freq * np.sqrt(mass * gap) / 100
multi_check = (keldysh_rate(gap, mass, freq, weak_field)
               / multiphoton_rate(gap, mass, freq, weak_field))
assert abs(multi_check - 1) < 0.02

# ---------- worked example and momentum-integrated exact rates ----------
gamma = freq * np.sqrt(mass * gap) / field
k, K, E, Kc, Ec = elliptic(gamma)
nu = 2 * gap * Ec / (pi * k * freq)
order = int(np.floor(nu)) + 1
rate = keldysh_rate(gap, mass, freq, field)
a0_nm = const.physical_constants["atomic unit of length"][0] * 1e9
t_fs = const.physical_constants["atomic unit of time"][0] * 1e15

print(f"gap = {gap:.3f} hartree, reduced mass = {mass:.3f} m_e")
print(f"photon energy = {freq:.3f} hartree, field = {field:.4f} a.u.")
print(f"band velocity v = {np.sqrt(gap / (4 * mass)):.4f} a.u.")
print(f"gamma = {gamma:.4f}, modulus k = {k:.5f}")
print(f"K = {K:.5f}, E = {E:.5f}, K' = {Kc:.5f}, E' = {Ec:.5f}")
print(f"cycle-averaged gap = {nu * freq:.5f} hartree, nu = {nu:.4f}")
print(f"lowest open channel N = {order}")
print(f"exponent per photon pi(K-E)/E' = {pi * (K - E) / Ec:.5f}")
print(f"exponent of lowest channel = {pi * order * (K - E) / Ec:.4f}")
print(f"Dawson argument, lowest channel = {np.sqrt(pi**2*(order-nu)/(2*Kc*Ec)):.4f}")
print(f"rate w = {rate:.4e} a.u. (per volume and time)")
print(f"rate w = {rate / (a0_nm**3 * t_fs):.4e} nm^-3 fs^-1")
print(f"first-order Houston asymptotic factor pi^2/9 = {pi**2 / 9:.5f}")

for frequency, strength in ((freq, field), (freq / 2, field / 2)):
    exact, leak = exact_rate(gap, mass, frequency, strength)
    smooth = keldysh_rate(gap, mass, frequency, strength)
    fringed = keldysh_rate(gap, mass, frequency, strength, interference=True)
    print(f"gap/photon = {gap / frequency:.0f}, gamma = 1: Floquet rate = {exact:.4e} a.u.")
    print(f"  smooth formula / Floquet = {smooth / exact:.4f}")
    print(f"  with interference / Floquet = {fringed / exact:.4f}")
    print(f"  even-channel strength at p_x=0 / maximum = {leak:.1e}")
    assert leak < 1e-4
    # leading-order theory: corrections scale with photon energy over gap
    assert abs(smooth / exact - 1) < 0.35
    assert abs(fringed / exact - 1) < 0.25

print("field (a.u.), gamma, rate (a.u.), limiting formula (a.u.):")
for strength in (0.0005, 0.001, 0.002, 0.004, 0.008, 0.016):
    g = freq * np.sqrt(mass * gap) / strength
    value = keldysh_rate(gap, mass, freq, strength)
    name, law = (("multiphoton", multiphoton_rate) if g > 1.5 else ("tunnel", tunnel_rate))
    print(f"  {strength:.4f}  {g:.3f}  {value:.4e}  {name} {law(gap, mass, freq, strength):.4e}")
low = 0.0005
power = (np.log(keldysh_rate(gap, mass, freq, low * 1.001)
                / keldysh_rate(gap, mass, freq, low * 0.999)) / np.log(1.001 / 0.999))
assert abs(power / 2 - 11) < 0.5
print(f"d ln(w)/d ln(F) at F = {low:.4f} a.u.: {power:.3f}")

print(f"largest relative error of expansion coefficients = {worst_coefficient:.1e}")
for n, value in first_order.items():
    print(f"first-order amplitude factor, gamma = 0.5, n = {n}: {value:.5f}")
print(f"its asymptotic value pi/3 = {pi / 3:.5f}")
for n, value in exact_factor.items():
    print(f"exact amplitude factor, gamma = 0.5, n = {n}: {value:.5f}")
for n, value in multiphoton_factor.items():
    print(f"exact amplitude factor, gamma = 5, n = {n}: {value:.5f}")
print(f"exact / perturbative amplitude, gamma = 30, n = 3: {perturbative_check:.5f}")
print(f"Zener probability: sweep {zener_numeric:.5f}, formula {zener_formula:.5f}")
print(f"rate / cycle-averaged static rate, gamma = 0.01: {tunnel_check:.5f}")
print(f"rate / multiphoton limit, gamma = 100: {multi_check:.5f}")
print("done: every assertion held")
```

It prints:

```
gap = 0.200 hartree, reduced mass = 0.200 m_e
photon energy = 0.020 hartree, field = 0.0040 a.u.
band velocity v = 0.5000 a.u.
gamma = 1.0000, modulus k = 0.70711
K = 1.85407, E = 1.35064, K' = 1.85407, E' = 1.35064
cycle-averaged gap = 0.24320 hartree, nu = 12.1601
lowest open channel N = 13
exponent per photon pi(K-E)/E' = 1.17098
exponent of lowest channel = 15.2227
Dawson argument, lowest channel = 1.2865
rate w = 3.8210e-14 a.u. (per volume and time)
rate w = 1.0660e-08 nm^-3 fs^-1
first-order Houston asymptotic factor pi^2/9 = 1.09662
gap/photon = 10, gamma = 1: Floquet rate = 3.3975e-14 a.u.
  smooth formula / Floquet = 1.1247
  with interference / Floquet = 1.0216
  even-channel strength at p_x=0 / maximum = 1.6e-14
gap/photon = 20, gamma = 1: Floquet rate = 5.8392e-21 a.u.
  smooth formula / Floquet = 0.9674
  with interference / Floquet = 0.9989
  even-channel strength at p_x=0 / maximum = 4.8e-09
field (a.u.), gamma, rate (a.u.), limiting formula (a.u.):
  0.0005  8.000  1.9319e-31  multiphoton 2.0744e-31
  0.0010  4.000  6.8956e-25  multiphoton 9.1419e-25
  0.0020  2.000  1.4667e-18  multiphoton 4.2745e-18
  0.0040  1.000  3.8210e-14  tunnel 5.5767e-14
  0.0080  0.500  2.0271e-10  tunnel 1.4580e-10
  0.0160  0.250  3.1548e-08  tunnel 3.3769e-08
d ln(w)/d ln(F) at F = 0.0005 a.u.: 21.892
largest relative error of expansion coefficients = 1.8e-05
first-order amplitude factor, gamma = 0.5, n = 41: 1.08631
first-order amplitude factor, gamma = 0.5, n = 4001: 1.04921
its asymptotic value pi/3 = 1.04720
exact amplitude factor, gamma = 0.5, n = 21: 1.03902
exact amplitude factor, gamma = 0.5, n = 41: 1.01941
exact amplitude factor, gamma = 5, n = 3: 1.06018
exact amplitude factor, gamma = 5, n = 5: 1.03580
exact / perturbative amplitude, gamma = 30, n = 3: 0.99928
Zener probability: sweep 0.09478, formula 0.09478
rate / cycle-averaged static rate, gamma = 0.01: 1.01053
rate / multiphoton limit, gamma = 100: 0.99954
done: every assertion held
```
